# Convex Hulls and Chemical-Potential Diagrams as Dual Pictures of Phase Stability

A compound grown from a reservoir of its elements is stable in a limited range of chemical potentials. The same set of formation energies also defines a convex hull over composition. This problem works out how the two pictures are related, and what the hull says about the size of a stability range.

**Setting.** There are $n$ elements and finitely many phases $p$, each of fixed composition. The atomic fractions of $p$ form the vector $x_p$, with $x_{pi}\ge 0$ and $\sum_i x_{pi}=1$. Its formation energy per atom, relative to the elements, is $e_p$. The elements are themselves phases, with $e=0$. Temperature is zero and the pressure is fixed and low enough for energies to replace enthalpies. Chemical potentials $\mu=(\mu_1,\dots,\mu_n)$ are measured from the elemental phases. Energies per atom are in eV/atom and potentials in eV.

The numerical example is a model ternary A–B–C with round formation energies: AC $-1.00$, BC2 $-0.90$, ABC3 $-1.00$ and AB2C2 $-0.72$ eV/atom.

## (a) Which reservoirs allow a phase?

**Find the conditions on $\mu$ under which no phase precipitates from the reservoir, and those under which $p$ can coexist with it. When is the resulting region bounded?**

**Solution.** Forming one atom's worth of phase $p$ costs $e_p$ and removes $x_{pi}$ atoms of each element $i$ from the reservoir. The change in grand energy is

$$\omega_p(\mu)=e_p-x_p\cdot\mu .$$

If it is negative, $p$ forms spontaneously. The allowed reservoirs are therefore

$$K=\{\mu:\ \omega_p(\mu)\ge 0\ \text{for all } p\},$$

and $p$ coexists with the reservoir on $F_p=\{\mu\in K:\omega_p(\mu)=0\}$, its stability region. For element $i$ the condition reads $\mu_i\le 0$.

Suppose $x_{pi}>0$. On $F_p$ we have $x_{pi}\mu_i=e_p-\sum_{j\ne i}x_{pj}\mu_j$. Every term $-x_{pj}\mu_j$ is non-negative, so

$$\frac{e_p}{x_{pi}}\le\mu_i\le 0 .$$

A phase containing all $n$ elements thus has a bounded region. If instead $x_{pi}=0$, lower $\mu_i$ by $t>0$ from a point of $F_p$. Then $\omega_p$ is unchanged and every other $\omega_q$ rises by $x_{qi}t\ge0$, so the new point is still in $F_p$. A non-empty region of a phase that lacks an element is unbounded.

## (b) What does the hull become in $\mu$ space?

**The lower hull $E(x)$ is the lowest energy of any mixture of phases with overall composition $x$. A cell of the hull is the set of compositions at which some non-vertical supporting plane touches it. Find what each cell corresponds to in $K$, including its dimension.**

**Solution.** A non-vertical plane over composition space is an affine function $c+b\cdot x$. Since $\sum_i x_i=1$, it equals $\sum_i(c+b_i)x_i=\mu\cdot x$ with $\mu_i=c+b_i$. Its height at the corner of pure $i$ is $\mu_i$, so planes and points $\mu$ correspond one-to-one.

The plane lies on or below all phase points when $x_p\cdot\mu\le e_p$ for all $p$, which is the condition $\mu\in K$. For a mixture with weights $w_p\ge0$, $\sum_pw_p=1$ and $\sum_p w_px_p=x$,

$$\sum_p w_pe_p-x\cdot\mu=\sum_p w_p\,\omega_p(\mu)\ge0. \tag{1}$$

Equality holds when the mixture uses only phases from the contact set $S=\{p:\omega_p(\mu)=0\}$, and not otherwise. If $S$ is non-empty, the plane touches the hull over the cell $C_S$ spanned by the compositions in $S$. In $\mu$ space, the same set defines the face $F_S=\{\mu'\in K:\omega_p(\mu')=0,\ p\in S\}$.

Each object determines $S$. For the face, $S$ is the set of constraints that are tight at all its points, because at $\mu$ no others are tight. For the cell, suppose contact sets $S$ and $S'$, belonging to planes $\mu$ and $\mu'$, give the same cell. A phase $p\in S$ has $e_p=E(x_p)$, since its point lies on a supporting plane. As $x_p$ also lies in the cell of $S'$, $E(x_p)=x_p\cdot\mu'$. Hence $\omega_p(\mu')=0$ and $p\in S'$. Exchanging the roles gives $S=S'$. Cells and proper faces of $K$ are therefore in one-to-one correspondence. Enlarging $S$ enlarges the cell and shrinks the face, so inclusion is reversed.

For the dimensions, let $r$ be the number of linearly independent vectors $x_p$ in $S$. If $\sum_p c_px_p=0$, summing components gives $\sum_p c_p=0$, so linear and affine dependence coincide and $\dim C_S=r-1$. At $\mu$ the constraints outside $S$ have positive slack, so a small displacement $\delta$ stays in the face if $x_p\cdot\delta=0$ for $p\in S$. These are $r$ independent conditions, so $\dim F_S=n-r$ and

$$\dim C_S+\dim F_S=n-1 .$$

A hull facet ($r=n$) maps to a vertex of $K$. In a ternary, a tie line maps to an edge, and a single phase maps to a two-dimensional region. The coordinates of the vertex are the heights at which the facet's plane meets the pure-element corners.

## (c) The diagram of the model ternary

**Find the vertex for coexistence of AC, ABC3 and AB2C2, and describe the whole diagram.**

**Solution.** Multiplying each condition $x_p\cdot\mu=e_p$ by the number of atoms in the formula gives

$$\mu_A+\mu_C=-2,\quad \mu_A+\mu_B+3\mu_C=-5,\quad \mu_A+2\mu_B+2\mu_C=-3.6 .$$

The first gives $\mu_A=-2-\mu_C$, and the second then gives $\mu_B=-3-2\mu_C$. The third becomes $-8-3\mu_C=-3.6$, so $\mu_C=-1.4667$, $\mu_B=-0.0667$ and $\mu_A=-0.5333$ eV. All the facets and their vertices are:

| Facet | $\mu_A$ | $\mu_B$ | $\mu_C$ |
|---|---|---|---|
| A, B, AC | 0 | 0 | −2.0000 |
| B, AC, AB2C2 | −0.4000 | 0 | −1.6000 |
| B, BC2, ABC3 | −0.9500 | 0 | −1.3500 |
| B, ABC3, AB2C2 | −0.8000 | 0 | −1.4000 |
| C, AC, ABC3 | −2.0000 | −3.0000 | 0 |
| C, BC2, ABC3 | −2.3000 | −2.7000 | 0 |
| AC, ABC3, AB2C2 | −0.5333 | −0.0667 | −1.4667 |

The numerical check obtains the facets geometrically and the vertices by solving the inequalities, and the two lists agree. It also matches 13 tie lines with 13 edges and 7 phases with 7 regions.

AB2C2 appears in three facets, so its region is a triangle. A defect formation energy that is linear in $\mu$, at fixed Fermi level, reaches its largest and its smallest value over this triangle at vertices, so evaluating it at the three vertices gives its full range.

## (d) What does hull depth measure in $\mu$ space?

**For a compound $p$, let $E_{-p}$ be the hull built without $p$, and define the depth $d=E_{-p}(x_p)-e_p$. Express $d$ through chemical potentials, and decide when $p$ has a region of full dimension $n-1$.**

**Solution.** Equation (1) shows that $E(x)\ge x\cdot\mu$ for every $\mu\in K$. To see that equality is reached, consider all points on or above the hull. They form a polyhedron, which is an intersection of finitely many half-spaces. Some are bounded by vertical planes and merely confine $x$ to the composition simplex. The others have the form $z\ge x\cdot\mu_f$, where $z$ is the energy coordinate. Each such $\mu_f$ is in $K$, because all phase points satisfy the inequality. The lowest point above $x$ has $z=\max_f x\cdot\mu_f$, so

$$E(x)=\max_{\mu\in K}x\cdot\mu. \tag{2}$$

Now omit $p$, and let $K_{-p}$ be the allowed set of the remaining phases. These include all the elements, so every composition is still reachable. Equation (2) gives

$$d=\max_{\mu\in K_{-p}}(x_p\cdot\mu-e_p)=\max_{\mu\in K_{-p}}\left[-\omega_p(\mu)\right].$$

Depth is the largest driving force for forming $p$ that the other phases permit. With $h=E_{-p}(x_p)$ and $e_p=h-d$,

$$F_p(d)=\{\mu\in K_{-p}:\ x_p\cdot\mu=h-d\}. \tag{3}$$

This is a slice of a fixed convex body, taken a distance $d$ below its top as measured by $x_p\cdot\mu$.

If $d<0$, the slice misses the body and $p$ has no region. If $d>0$, choose $\mu^*$ in $K_{-p}$ with $x_p\cdot\mu^*=h$, and write $\mathbf 1=(1,\dots,1)$. Since $x_q\cdot\mathbf 1=1$ for every phase, $\mu^*-d\,\mathbf 1$ lies on the slicing plane, and there

$$\omega_q(\mu^*-d\,\mathbf 1)=\omega_q(\mu^*)+d\ge d>0,\qquad q\ne p.$$

All other constraints have slack, so a neighbourhood of this point within the plane belongs to $F_p$. The region has full dimension.

If $d=0$, the slice is the top face of $K_{-p}$. By part (b) this has dimension $n-1$ only if its contact set contains a single composition $x_q$. Both $x_q\cdot\mu$ and $x_p\cdot\mu$ are then constant on the face, so $x_p$ and $x_q$ are parallel, and equal because their components sum to 1. Hence, for a composition not shared with another phase, the region is full-dimensional exactly when $d>0$. A polymorph is different: at equal energy it shares the whole region of its rival.

## (e) Does a deeper phase gain territory?

**Lower $e_p$ with all other phases fixed. Show how the region responds, for $d\ge0$.**

**Solution.** Let $\mu\in F_p(d)$ and $\delta>0$. The point $\mu-\delta\mathbf 1$ satisfies $x_p\cdot(\mu-\delta\mathbf 1)=h-(d+\delta)$, and every other $\omega_q$ has increased by $\delta$. It therefore lies in $F_p(d+\delta)$, with slack in all the other constraints. The shift leaves the differences

$$v_i=\mu_i-\mu_n,\qquad i=1,\dots,n-1,$$

unchanged. In these coordinates the old region lies inside the interior of the new one, so the region grows strictly.

The growth of widths is also constrained. Take $\mu_1\in F_p(d_1)$, $\mu_2\in F_p(d_2)$ and $0\le t\le1$. By convexity of $K_{-p}$, the point $(1-t)\mu_1+t\mu_2$ lies in the slice at depth $(1-t)d_1+td_2$. The maximum of any linear function of $\mu$ over the slice is thus a concave function of $d$, and the minimum is convex. Their difference, the width in that direction, is concave wherever it is finite. Each added bit of depth widens the region by no more than the previous equal bit did.

These statements compare one phase with itself. They do not yet rank different phases.

## (f) How large is the region?

**Let $x_p=\sum_q\lambda_qx_q$, with all $\lambda_q>0$ and $\sum_q\lambda_q=1$, lie inside a facet of the hull without $p$. The facet has exactly $n$ phases $q$. Find the size of $F_p$ in the coordinates $v_i$, and the depth up to which the result holds.**

**Solution.** Write $s_q=\omega_q(\mu)$. On $F_p$,

$$\sum_q\lambda_qs_q=\sum_q\lambda_qe_q-x_p\cdot\mu=h-(h-d)=d. \tag{4}$$

With $s_q\ge0$ this describes a simplex. At each of its vertices one $s_q$ equals $d/\lambda_q$ and the others vanish.

To find its size, consider the part of $\mu$ space cut off between depths 0 and $d$, where $s_q\ge0$ and $\sum_q\lambda_qs_q\le d$. Setting $y_q=\lambda_qs_q$ turns it into $\sum_q y_q\le d$, $y_q\ge0$. The volume of this standard simplex follows from $V_1=d$ and $V_n(d)=\int_0^dV_{n-1}(d-y)\,dy$, which give $d^n/n!$. Dividing by $\prod_q\lambda_q$ returns to $s$. Since $s_q=e_q-x_q\cdot\mu$, dividing by $D=|\det(x_q)|$, the determinant of the matrix with rows $x_q$, returns to $\mu$:

$$V(d)=\frac{d^n}{n!\,D\prod_q\lambda_q}.$$

The same volume can be built from slices. The change from $\mu$ to $(v,\mu_n)$ has unit Jacobian. Because $x_p\cdot\mu=\sum_{i<n}x_{pi}v_i+\mu_n$, so has the change from $(v,\mu_n)$ to $(v,x_p\cdot\mu)$. Thus $dV/dd$ is the size $A$ of the slice in the $v$ coordinates:

$$A(d)=\frac{d^{\,n-1}}{(n-1)!\,D\prod_q\lambda_q}. \tag{5}$$

For a binary this is a width proportional to $d$; for a ternary it is an area proportional to $d^2$. Depth enters together with the facet's size $D$ and the position of $p$ within it.

Other phases $r$ may interfere. Expand $x_r=\sum_qa_{rq}x_q$, where some coefficients may be negative, and let $\mu^*$ be the old vertex, at which all $s_q=0$. Since $x_q\cdot\mu=e_q-s_q$,

$$\omega_r(\mu)=\omega_r(\mu^*)+\sum_qa_{rq}s_q .$$

A linear function on a simplex has its minimum at a vertex, where it equals $\omega_r(\mu^*)+a_{rq}d/\lambda_q$. It stays non-negative at all vertices up to

$$d_c=\min_{r,\,q:\ a_{rq}<0}\frac{\lambda_q\,\omega_r(\mu^*)}{|a_{rq}|}. \tag{6}$$

Beyond $d_c$ part of the simplex is cut away, and (5) is an upper bound.

## (g) AB2C2 as its depth changes

**Apply these results to AB2C2, then vary its energy.**

**Solution.** Without AB2C2, its composition lies in the facet B, AC, ABC3, with weights $0.3$, $0.2$ and $0.5$. The hull there is at $0.2(-1.00)+0.5(-1.00)=-0.70$ eV/atom, so $d=-0.70+0.72=0.02$ eV/atom. With $D=0.2$,

$$A=\frac{0.02^2}{2(0.2)(0.3)(0.2)(0.5)}=0.0333\ \text{eV}^2 .$$

The old vertex is $\mu^*=(-0.5,0,-1.5)$ eV. For BC2, $x_{BC2}=-\tfrac23x_{AC}+\tfrac53x_{ABC3}$ and $\omega_{BC2}(\mu^*)=-0.90+\tfrac23(1.5)=0.10$ eV/atom. Its limit is $0.2(0.10)/(2/3)=0.03$ eV/atom, the smallest among the competitors, so $d_c=0.03$ eV/atom.

| $d$ (eV/atom) | area (eV²) | eq. (5) (eV²) | $\mu_A$ range (eV) |
|---|---|---|---|
| 0.01 | 0.0083 | 0.0083 | 0.20 |
| 0.02 | 0.0333 | 0.0333 | 0.40 |
| 0.03 | 0.0750 | 0.0750 | 0.60 |
| 0.05 | 0.1917 | 0.2083 | 0.80 |
| 0.07 | 0.3417 | 0.4083 | 1.00 |
| 0.10 | 0.6292 | 0.8333 | 1.30 |

Up to $d_c$ the area follows the square law. Beyond it BC2 removes a corner, and the growth of the $\mu_A$ range slows. Its upper end is the vertex shared with B and AC, $\mu_A=-0.5+5d$. Its lower end is $-0.5-15d$ (shared with B and ABC3) up to $d_c$, and $-0.8-5d$ (shared with B and BC2) after it. The range therefore grows half as fast per unit depth from $d_c$ up to $d=0.10$ eV/atom. There the upper end reaches $\mu_A=0$ and the growth slows again, in keeping with the concavity found in (e).

A shallow phase is sensitive to errors in its energy. From (5), a small error $\epsilon$ in $e_p$ alone changes the size by a fraction of about $(n-1)|\epsilon|/d$. For AB2C2 at $d=0.02$ eV/atom, an error of $0.001$ eV/atom changes the area by about 10%.

## (h) Can depth rank different phases?

**In the hull built without ABC3, its composition lies on the tie line between AC and BC2. Find the area of its region, and compare it with that of AB2C2 when the latter is lowered to $-0.77$ eV/atom.**

**Solution.** Here $x_{ABC3}=0.4x_{AC}+0.6x_{BC2}$, so the depth is $d=0.4(-1.00)+0.6(-0.90)+1.00=0.06$ eV/atom. The argument leading to (4) now involves two phases:

$$0.4\,s_1+0.6\,s_2=d,\qquad s_1=\omega_{AC},\quad s_2=\omega_{BC2}.$$

Hence $0\le s_1\le 2.5d$. The second coordinate on the region can be $\mu_C$, which $d$ does not force to a small range. From the definitions of $s_1$ and $s_2$,

$$\mu_A=-2-2s_1-\mu_C,\qquad \mu_B=-2.7-3s_2-2\mu_C .$$

The upper limit is $\mu_C=0$. The lower limit is set by AB2C2, with energy $e_H$, through $\mu_A+2\mu_B+2\mu_C\le5e_H$. Substitution gives

$$\mu_C\ge-\tfrac13\left(7.4+5e_H+2s_1+6s_2\right).$$

For the cases below this is stricter than the limits from $\mu_B\le0$, namely $\mu_C\ge-1.35-1.5s_2$, and from $\mu_A\le0$, namely $\mu_C\ge-2-2s_1$. It is not stricter in general: at $e_H=-0.72$ eV/atom it sets the lower limit along the whole region only up to $d=0.05$ eV/atom. At $d=0.06$ eV/atom B cuts off a corner, as the facet B, BC2, ABC3 in (c) shows, and the area formula below is then an upper bound. Using $6s_2=10d-4s_1$, the length of the $\mu_C$ interval is $\tfrac13(7.4+5e_H+10d-2s_1)$. Its average over $0\le s_1\le2.5d$ is $\ell+2.5d$, with $\ell=(7.4+5e_H)/3$.

The area element follows from $v_1=\mu_A-\mu_C=-2-2s_1-2\mu_C$ and $v_2=\mu_B-\mu_C=-2.7-3s_2-3\mu_C$. Along the region $ds_2=-\tfrac23ds_1$, so $\partial v_2/\partial s_1=2$. The Jacobian is $|(-2)(-3)-(-2)(2)|=10$, and

$$A=10\,(2.5d)(\ell+2.5d)=25d\,(\ell+2.5d).$$

At small depth this is a strip of nearly fixed length whose width is proportional to $d$. With $e_H=-0.72$ eV/atom, the computed areas at $d=0.001$ and $0.002$ eV/atom are $0.0317$ and $0.0636$ eV². Their ratio is $2.004$, whereas the square law would give 4.

Now set $e_H=-0.77$ eV/atom. Then $\ell=1.1833$ eV, and at $d=0.06$ eV/atom the area of ABC3 is $1.5(1.1833+0.15)=2.00$ eV². In the same diagram AB2C2 is deeper, at $0.07$ eV/atom, but its area is $0.34$ eV², about one sixth as large. Lowering a phase enlarges its own region, but a comparison between phases also requires their compositions and their competitors.

## Calculated quantities

```
Formation energies (eV/atom):
  AC: -1.00
  BC2: -0.90
  ABC3: -1.00
  AB2C2: -0.72
Hull facet -> vertex (mu_A, mu_B, mu_C) in eV:
  A + B + AC: 0.0000, 0.0000, -2.0000
  B + AC + AB2C2: -0.4000, 0.0000, -1.6000
  B + BC2 + ABC3: -0.9500, 0.0000, -1.3500
  B + ABC3 + AB2C2: -0.8000, 0.0000, -1.4000
  C + AC + ABC3: -2.0000, -3.0000, 0.0000
  C + BC2 + ABC3: -2.3000, -2.7000, 0.0000
  AC + ABC3 + AB2C2: -0.5333, -0.0667, -1.4667
Facets = vertices: 7; tie lines = edges: 13; phases = regions: 7
Hull depths (eV/atom):
  AC: 1.0000
  BC2: 0.9000
  ABC3: 0.0600
  AB2C2: 0.0200
AB2C2 old vertex mu* (eV): -0.5000, 0.0000, -1.5000
  competitor B: lambda = 0.300, largest omega = 0.0667 eV/atom
  competitor AC: lambda = 0.200, largest omega = 0.1000 eV/atom
  competitor ABC3: lambda = 0.500, largest omega = 0.0400 eV/atom
  |det x_q| = 0.2000
  simplex limit d_c = 0.0300 eV/atom, set by BC2
AB2C2: depth (eV/atom), area (eV^2), d^2 law (eV^2), mu_A range (eV)
  0.01: 0.00833, 0.00833, 0.2000
  0.02: 0.03333, 0.03333, 0.4000
  0.03: 0.07500, 0.07500, 0.6000
  0.05: 0.19167, 0.20833, 0.8000
  0.07: 0.34167, 0.40833, 1.0000
  0.10: 0.62917, 0.83333, 1.3000
ABC3 at depth 0.002 eV/atom: area = 0.06358 eV^2
ABC3 at depth 0.001 eV/atom: area = 0.03173 eV^2
ABC3 area ratio on doubling depth: 2.0039
Same diagram, AB2C2 energy = -0.77 eV/atom:
  AB2C2: depth 0.0700 eV/atom, area 0.3417 eV^2
  ABC3: depth 0.0600 eV/atom, area 2.0000 eV^2
2 components, d = 0.05 eV/atom: size = 0.40000, formula = 0.40000 eV^1
4 components, d = 0.10 eV/atom: size = 0.11111, formula = 0.11111 eV^3
```
